# An RPA embedding energy without double counting

## 1. Result

Let a closed-shell system have real Hartree–Fock orbitals, and let $A$ be a chosen set of active orbitals. The embedding energy is

$$
E_{\rm emb}=E_{\rm RPA}[\text{full},v]-E_{\rm RPA}[H_A(U)]+E_{\rm exact}[H_A(U)] .\tag{1}
$$

Here $v$ is the bare Coulomb interaction and $U$ is the static interaction between active electrons, screened by every particle–hole pair that does not lie wholly in $A$. $H_A(U)$ is an active-space Hamiltonian, specified in part 4. RPA means direct RPA, the sum of ring diagrams. "Exact" means full configuration interaction (full CI) in the given orbitals.

Each ring diagram enters (1) once. If $A$ contains no particle–hole pair, (1) is the full RPA energy; if $A$ contains all orbitals, it is the full CI energy. These limits do not determine $U$, because the bare $v$ in place of $U$ passes them too. The reason for $U$ lies in the diagrams beyond rings, treated in part 5.

## 2. The ring energy

Let $i,j$ be occupied, $a,b$ empty and $p,q,r,s$ arbitrary spatial orbitals. Write $\varepsilon_p$ for the Fock eigenvalues, $\varepsilon_{ia}=\varepsilon_a-\varepsilon_i>0$, and

$$(pq|rs)=\iint \phi_p\phi_q(\mathbf r)\,v(\mathbf r,\mathbf r')\,\phi_r\phi_s(\mathbf r')\,d\mathbf r\,d\mathbf r',\qquad K_{ia,jb}=(ia|jb).$$

The density component belonging to a pair $ia$ connects the reference to the normalized singlet excitation with matrix element $\sqrt2$. Its independent-particle response at imaginary frequency is therefore

$$P_{ia}(iu)=-\frac{2\varepsilon_{ia}(\sqrt2)^2}{\varepsilon_{ia}^2+u^2}=-\frac{4\varepsilon_{ia}}{\varepsilon_{ia}^2+u^2}.$$

RPA sets the response at coupling $\lambda$ to $\chi_\lambda=P+\lambda Pv\chi_\lambda$, with $P$ held at the reference. Density fluctuations follow from $-\frac1\pi\int_0^\infty\chi_\lambda\,du$, and the interaction carries a factor $\frac12$. Hence

$$E_c=-\frac1{2\pi}\int_0^1\!d\lambda\int_0^\infty\!du\,{\rm Tr}[v(\chi_\lambda-P)].$$

Since ${\rm Tr}\,v\chi_\lambda={\rm Tr}[(1-\lambda vP)^{-1}vP]=-\frac{d}{d\lambda}{\rm Tr}\ln(1-\lambda vP)$, the coupling integral gives

$$E_c[v,P]=\frac1{2\pi}\int_0^\infty du\,{\rm Tr}[\ln(1-vP)+vP].\tag{2}$$

The frequency integral can also be done. Let $\varepsilon$ be the diagonal matrix of pair energies. A similarity transformation with $\varepsilon^{1/2}$ yields

$$\det(1-vP)=\frac{\det(\varepsilon^2+u^2+4\varepsilon^{1/2}K\varepsilon^{1/2})}{\det(\varepsilon^2+u^2)}=\prod_n\frac{\omega_n^2+u^2}{\varepsilon_n^2+u^2},$$

where $\omega_n^2$ are the eigenvalues of $\varepsilon^2+4\varepsilon^{1/2}K\varepsilon^{1/2}$. The derivative of $\int_0^\infty\ln[(\omega^2+u^2)/(\varepsilon^2+u^2)]\,du$ with respect to $\omega$ is $\pi$, and the integral vanishes at $\omega=\varepsilon$; it equals $\pi(\omega-\varepsilon)$. The linear term of (2) gives $-2\pi K_{ia,ia}$ per pair before the prefactor. Therefore

$$E_c=\frac12\Big(\sum_n\omega_n-\sum_{ia}\varepsilon_{ia}-2\sum_{ia}K_{ia,ia}\Big).\tag{3}$$

## 3. Splitting the response

Write $P=P^a+P^r$. The active part $P^a$ contains pairs with both orbitals in $A$. The rest part $P^r$ contains all other pairs, including those with one orbital in $A$ and one outside. Define

$$W^r=(1-vP^r)^{-1}v.$$

Taking the first factor out on the left,

$$1-vP=(1-vP^r)-vP^a=(1-vP^r)(1-W^rP^a).\tag{4}$$

The determinant of a product is the product of determinants, so the logarithms in (2) add at every frequency. The linear terms do not follow the same pattern: the full energy contains $vP^a$, while an active RPA energy with interaction $W^r$ contains $W^rP^a$. Adding and subtracting the latter gives

$$E_c[v,P]=E_c[v,P^r]+E_c[W^r,P^a]+X,$$

$$X=\frac1{2\pi}\int_0^\infty du\,{\rm Tr}[(v-W^r)P^a].\tag{5}$$

To see the sign of $X$, let $D_r=-P^r$, let $K_{rr}$ be the interaction among rest pairs, and let $L$ be the block of $v$ linking active orbital products to rest pairs. In the active space,

$$W^r=v-L(D_r^{-1}+K_{rr})^{-1}L^T.\tag{6}$$

This follows from $D_r(1+K_{rr}D_r)^{-1}=(D_r^{-1}+K_{rr})^{-1}$. The matrix in parentheses is positive because $D_r$ is positive and the Coulomb matrix $K_{rr}$ is non-negative. Thus $v-W^r$ is non-negative, $P^a$ is negative, and $X\le0$.

Physically, $X$ is the energy of one active density fluctuation polarizing the rest. Adding the RPA correlation energy of the rest to an exact active correlation energy would lose it. Equation (1) keeps the full RPA energy whole, and so keeps $X$.

## 4. The active Hamiltonian

A frequency-dependent $W^r$ does not define an ordinary Hamiltonian. We take the static value $U=W^r(0)$. By (6), $W^r(iu)$ varies with $u$ through the combinations $\varepsilon_{ia}^2+u^2$ of the rest pairs. The replacement is justified when the frequencies important in the active space are small compared with the energies of the rest pairs that screen appreciably.

The one-body part must not count the mean field of the active electrons twice. The Fock matrix $F$ already contains it, so we subtract the mean field that $U$ will generate:

$$h^A_{pq}=\varepsilon_p\delta_{pq}-\sum_{i\in A}[2U_{pq,ii}-U_{pi,iq}],\qquad p,q\in A.\tag{7}$$

Occupied orbitals outside $A$ stay frozen and act through $F$. The Fock matrix of $H_A$ at the reference determinant is $h^A$ plus the sum in (7), which is $\varepsilon_p\delta_{pq}$. It has no occupied–empty elements, so the reference is stationary for $H_A$, with the original orbitals and eigenvalues. Its response is then $P^a$, as required.

Both active energies start from the same reference energy,

$$E_{\rm ref}^A=\sum_{i\in A}(h^A_{ii}+\varepsilon_i).$$

It cancels in (1), leaving

$$E_{\rm emb}=E_{\rm HF}+E_c^{\rm RPA}[\text{full}]+E_c^{\rm exact}[A,U]-E_c^{\rm RPA}[A,U].\tag{8}$$

The choice (7) has a price. Polarization of the rest would also shift the active one-particle levels through a dynamical self-energy. These shifts are omitted from $H_A$. This is a missing effect, not a double count. It does not vanish when the rest responds fast: a single active electron still polarizes the rest and feels the result, and $H_A$ lacks this one-electron energy. A good static approximation to $W^r$ therefore does not by itself make (1) accurate.

## 5. Why nothing is counted twice

Scale the active interaction so that the reference Fock operator stays fixed:

$$H_A(\lambda)=F_A+\lambda\big(U-\text{mean field of }U\big).$$

The argument concerns formal power series in $\lambda$, which need not converge at $\lambda=1$; full CI and (3) supply the summed values. The exact correlation energy is the sum of all linked diagrams of this Hamiltonian from second order on. Its RPA energy is the subset in which simple particle–hole bubbles form a closed ring. Subtracting RPA for the same Hamiltonian removes this subset from the exact series. The rings left in (8) are those of the full RPA, each once. This holds for any static $U$, even though the subtracted energy $E_c^{\rm RPA}[A,U]$ differs from the dynamic active part in (5).

The second order shows the cancellation explicitly. The quadratic term of the logarithm in (2) is

$$-\frac1{4\pi}\sum_{ia,jb}U_{ia,jb}^2\int_0^\infty\frac{16\,\varepsilon_{ia}\varepsilon_{jb}\,du}{(\varepsilon_{ia}^2+u^2)(\varepsilon_{jb}^2+u^2)}
=-\sum_{ia,jb}\frac{2U_{ia,jb}^2}{\varepsilon_{ia}+\varepsilon_{jb}},$$

because the integral without the factor $16\,\varepsilon_{ia}\varepsilon_{jb}$ is $\pi/[2\varepsilon_{ia}\varepsilon_{jb}(\varepsilon_{ia}+\varepsilon_{jb})]$. The exact second-order energy has no single excitations, since the reference is stationary. It is

$$-\sum_{ia,jb}\frac{U_{ia,jb}(2U_{ia,jb}-U_{ib,ja})}{\varepsilon_{ia}+\varepsilon_{jb}}.$$

The direct terms cancel, and the correction begins with second-order exchange:

$$E_c^{\rm exact}-E_c^{\rm RPA}=\lambda^2\sum_{ia,jb}\frac{U_{ia,jb}U_{ib,ja}}{\varepsilon_{ia}+\varepsilon_{jb}}+O(\lambda^3).\tag{9}$$

All sums here run over active orbitals.

The role of screening is now visible. Expanding $W^r=v+vP^rv+\cdots$ dresses each interaction line of a non-ring active diagram with bubbles from the rest. Each such bubble contains an orbital outside $A$, so it cannot coincide with a bubble produced by the active solver. Freezing $W^r$ at zero frequency approximates the value of the dressing. With bare $v$ the dressing is absent. With the fully screened $W=(1-vP)^{-1}v$, active bubbles would sit in the lines and be generated again by the solver.

## 6. The two trivial limits, and a third case

**No active particle–hole pair.** Suppose $A$ contains only occupied or only empty orbitals. The active problem has a single determinant, or no electrons. Its exact correlation energy is zero, and the sums in (3) are empty. Equation (8) becomes $E_{\rm HF}+E_c^{\rm RPA}[\text{full}]$.

**All orbitals active.** Now $P^r=0$ and $U=v$. Equation (7) removes the complete mean field from $F$, so $h^A$ is the original one-body Hamiltonian. The two RPA correlation energies in (8) are equal and cancel. What remains is $E_{\rm HF}+E_c^{\rm exact}$, the full CI energy.

**An uncoupled rest.** Suppose the block $L$ vanishes. Then (6) gives $U=v$ in the active space, and (5) gives $X=0$. The full RPA correlation energy is a sum of active and rest parts, and the active part is cancelled by the subtraction:

$$E_{\rm emb}=E_{\rm HF}+E_c^{\rm RPA}[v,P^r]+E_c^{\rm exact}[A,v].$$

Each part is then treated at its own level.

## 7. A many-electron check

Consider a chain of six sites with six electrons. In units of the hopping strength, the site energies alternate between $0.5$ and $-0.5$, and electrons at separation $d$ sites repel with $2/(1+d)$. Each site also carries a unit positive charge, which attracts an electron $d\ge1$ sites away with energy $-2/(1+d)$ and so compensates the long-range repulsion. The constant repulsion among these charges is left out of the energies. The four middle orbitals are active and hold four electrons.

The split (5) gives $-0.0397$ for the rest, $-0.0424$ for the active part with dynamic $W^r$, and $-0.0330$ for $X$. Before rounding, their sum agrees with the full ring energy, $-0.1152$, obtained from (3). The coupling is comparable to the other two parts, so dropping it would be a serious error here.

The tests also confirm that the logarithms of the determinants in (4) add at each frequency of the integration grid, and that a self-consistent calculation with $H_A$, started from a disturbed guess, returns the reference eigenvalues. The weak-coupling coefficient of exact minus RPA is $0.02347$, in agreement with (9). With all six orbitals active, the embedding energy equals the exact $-16.3523$ computed in the site basis; full RPA gives $-16.3678$, and four active orbitals give $-16.3600$.

## 8. Two active orbitals in H$_2$

For H$_2$ let $A$ contain the bonding orbital $g$ and the antibonding orbital $u$. Write $J_{pq}=U_{pp,qq}$, $K=U_{gu,gu}$ and $\varepsilon=\varepsilon_u-\varepsilon_g$. By parity, the determinant $g^2$ mixes only with $u^2$ in this space. Measured from the energy of $g^2$, the matrix is

$$\begin{pmatrix}0&K\\K&2\Delta\end{pmatrix},\qquad 2\Delta=2(h_u-h_g)+J_{uu}-J_{gg}.$$

Equation (7) gives $h_g=\varepsilon_g-J_{gg}$ and $h_u=\varepsilon_u-2J_{gu}+K$. Thus

$$2\Delta=2\varepsilon+J_{gg}+J_{uu}-4J_{gu}+2K.$$

The lower eigenvalue and the one-pair case of (3) are

$$E_c^{\rm exact}=\Delta-\sqrt{\Delta^2+K^2},\qquad
E_c^{\rm RPA}=\tfrac12\big[\sqrt{\varepsilon^2+4\varepsilon K}-\varepsilon-2K\big].\tag{10}$$

Take the bond length $4.0$ bohr in the cc-pVDZ basis, with energies in hartree. Screening lowers $K$ from $0.1567$ to $0.1428$. With $\varepsilon=0.3267$, $J_{gg}=0.3842$, $J_{uu}=0.3677$ and $J_{gu}=0.3694$,

$$\Delta=0.3267+\tfrac12(0.3842+0.3677)-2(0.3694)+0.1428=0.1067,$$

$$E_c^{\rm exact}=0.1067-\sqrt{0.1067^2+0.1428^2}=-0.0716,$$

$$E_c^{\rm RPA}=\tfrac12[0.5416-0.3267-0.2856]=-0.0353.$$

The embedding energy is therefore

$$E_{\rm emb}=-0.9707-0.0716+0.0353=-1.0070,$$

where $-0.9707$ is the full RPA energy. Full CI in this basis gives $-1.0124$. The error relative to it falls from $1.13$ eV for RPA to $0.15$ eV; both figures depend on the basis, by amounts given at the end of part 9. Without the subtraction the energy would be $-1.0423$, which is $0.030$ hartree too low.

The sign of the correction deserves attention. Its leading term (9) is $K^2/(2\varepsilon)=+0.031$, but the complete correction is $-0.036$. To find the next term, put $c=2(\Delta-\varepsilon)$. Under the scaling of part 5, $K\to\lambda K$ and $2\Delta\to2\varepsilon+\lambda c$. Expanding (10), the exact energy has the third-order term $K^2c/(4\varepsilon^2)$ and the RPA energy has $2K^3/\varepsilon^2$. The third-order correction is

$$\frac{K^2}{\varepsilon^2}\Big(\frac c4-2K\Big).$$

With $c=-0.440$ this is $-0.076$, larger in magnitude than the second-order term. Nor does the series converge at $\lambda=1$. Under the scaling, the square root in $E_c^{\rm RPA}$ becomes $\sqrt{\varepsilon^2+4\lambda\varepsilon K}$, which has a branch point at $\lambda=-\varepsilon/(4K)=-0.57$, and the exact energy has no singularity there to cancel it. A truncated series is therefore no reliable substitute for the active solution at this bond length. The negative $c$ expresses how the interactions lower the cost $2\Delta$ of moving both electrons to $u$, from $2\varepsilon=0.653$ to $0.213$.

## 9. What the comparison does and does not show

At $1.4$ bohr the full RPA energy lies $0.0101$ hartree below full CI, while the active correction is $+0.0005$. The first two terms of its expansion are $+0.0014$ and $-0.0007$, so the series is better behaved here. The error barely changes, from $-0.28$ to $-0.26$ eV: two orbitals cannot repair an error that lies mostly outside their space.

The static approximation can be judged by comparing the active RPA energies with $W^r(0)$ and $W^r(iu)$. At $4.0$ bohr they are $-0.0353$ and $-0.0357$ hartree; at $1.4$ bohr they are $-0.0025$ and $-0.0026$. This checks the rings, not the frequency dependence of non-ring diagrams.

With two active orbitals, screening the active interaction does not improve the total energy in this example. At $4.0$ bohr, bare $v$ gives an error of $-0.0026$ hartree, against $+0.0055$ with $U$. At $1.4$ bohr the errors are $-0.0094$ and $-0.0096$. The diagrammatic argument says which processes $U$ includes; it does not promise a smaller error when other processes are still missing.

Nor need the approach to the full space be monotonic. At $4.0$ bohr the error is $+0.0055$ hartree with two active orbitals, $+0.0048$ with three, $-0.0086$ with four and $-0.0011$ with nine, and it vanishes with all ten within the numerical tolerance. The good result with two orbitals is thus not a converged one. In practice the active set should be enlarged and the change inspected, with degenerate shells kept whole so that symmetry is not broken.

The full-space limit also tests the choice of screening. If all ten orbitals are active but the fully screened $W$ is used, the energy at $4.0$ bohr is $-0.9991$ instead of $-1.0124$ hartree. At $1.4$ bohr it is $-1.1662$ instead of $-1.1634$. The deviation has a different sign in the two cases, so counting the active screening again does not produce a shift of fixed direction.

All errors quoted for H$_2$ are relative to full CI in cc-pVDZ. The error of that finite basis is not included, and the values are not converged with respect to it. At $4.0$ bohr the errors of RPA and of the two-orbital embedding, each relative to full CI in the same basis, change from $1.13$ and $0.15$ eV to $0.95$ and $0.13$ eV in cc-pVTZ, $1.00$ and $0.38$ eV in aug-cc-pVDZ, and $0.87$ and $0.26$ eV in aug-cc-pVTZ. The screened $K$ falls from $0.143$ to $0.129$ in cc-pVTZ and to $0.109$ in the augmented sets. At $1.4$ bohr the two errors become $-0.41$ and $-0.40$ eV in cc-pVTZ and $-0.42$ eV for both in aug-cc-pVTZ, where the screened $K$ is only $0.003$. The active orbital $u$ is a canonical virtual orbital and changes with the basis. In all four bases the embedding greatly improves on RPA at $4.0$ bohr and hardly changes it at $1.4$ bohr, and $U$ does no better than bare $v$. The cc-pVDZ and chain values are listed in the numerical output below.

## Calculated quantities

```
Chain: 6 sites, 6 electrons; energies in units of hopping
chain ring energy -0.115171; rest, active, coupling: -0.039725 -0.042444 -0.033002
chain second-order exchange: formula 0.023467, from exact-RPA 0.023467
chain totals: RPA -16.367843, 4 active -16.359992, all active -16.352341, exact -16.352341
H2, bond 1.4 bohr, cc-pVDZ, 10 orbitals; hartree
gap eps_u-eps_g 0.789432
bare Jgg 0.658686 Juu 0.334639 Jgu 0.384566 K 0.056082
screened Jgg 0.586008 Juu 0.330673 Jgu 0.370499 K 0.046616
Delta 0.553391; active correlation: exact -0.001960, RPA -0.002469, difference 0.000509
full ring energy -0.044821: rest -0.035694, active dynamic -0.002569, coupling -0.006558
E HF                        -1.128709
E full RPA                  -1.173530
E embedding, screened U     -1.173021
E embedding, bare v         -1.172766
E without subtraction       -1.175490
E full CI                   -1.163399
E all active, fully screened W (wrong) -1.166220
error vs full CI in eV: RPA -0.276, embedding -0.262
H2, bond 4.0 bohr, cc-pVDZ, 10 orbitals; hartree
gap eps_u-eps_g 0.326701
bare Jgg 0.404738 Juu 0.388811 Jgu 0.389390 K 0.156743
screened Jgg 0.384187 Juu 0.367694 Jgu 0.369387 K 0.142793
Delta 0.106660; active correlation: exact -0.071571, RPA -0.035341, difference -0.036230
full ring energy -0.063941: rest -0.017343, active dynamic -0.035739, coupling -0.010859
E HF                        -0.906781
E full RPA                  -0.970722
E embedding, screened U     -1.006951
E embedding, bare v         -1.014983
E without subtraction       -1.042292
E full CI                   -1.012404
E all active, fully screened W (wrong) -0.999129
error vs full CI in eV: RPA 1.134, embedding 0.148
H2 at 4.0 bohr: active orbitals, E embedding, error (hartree)
  1 -0.970722 0.041683
  2 -1.006951 0.005453
  3 -1.007593 0.004811
  4 -1.021007 -0.008603
  5 -1.019900 -0.007496
  7 -1.016488 -0.004084
  9 -1.013511 -0.001107
 10 -1.012404 -0.000000
```
